# Oscillatory interlayer coupling averaged over a rough spacer

## The problem

Two magnetic layers are separated by a metallic spacer of local thickness $D$. The coupling energy per area is $-J\cos\theta$, where $\theta$ is the angle between the two magnetizations, so $J>0$ favours parallel and $J<0$ antiparallel alignment. One oscillatory component of the coupling is

$$J(D)=J_0\cos(qD+\varphi),\qquad q=\frac{2\pi}{\Lambda},$$

with period $\Lambda$. The thickness varies across the film as $D=D_m+u$, where $u$ has a Gaussian distribution of zero mean and standard deviation $\sigma=0.15$ nm. What fraction of the amplitude $J_0$ survives in the area average for $\Lambda=0.5$ nm, and what fraction for $\Lambda=1.0$ nm?

Three assumptions enter. The thickness is a continuous variable, $J_0$ is constant over the spread of thickness, and each magnetic layer is magnetized uniformly, so that it responds to the area average of $J$. Each is examined below.

## A tempting solution

The roughness is much smaller than the mean spacer thickness, taken here as 2 nm, which suggests a Taylor expansion. At a crest of the coupling, where $qD_m+\varphi=0$,

$$\frac{J}{J_0}=\cos(qu)\approx 1-\tfrac12q^2u^2 .$$

With $\langle u^2\rangle=\sigma^2$ the average is

$$\frac{\langle J\rangle}{J_0}\approx 1-\tfrac12q^2\sigma^2 .$$

For the 1.0 nm period, $q=6.283$ nm$^{-1}$ and $\tfrac12q^2\sigma^2=0.444$, so 56 percent would remain. For the 0.5 nm period, $q=12.566$ nm$^{-1}$ and $\tfrac12q^2\sigma^2=1.777$, which gives $-78$ percent. Roughness would then reverse the short-period coupling and leave it strong: where a smooth spacer favours parallel alignment, a rough one would favour antiparallel alignment.

## Where it fails

The roughness was compared with the wrong length. The cosine does not depend on $u/D_m$. It depends on the phase $qu$, whose standard deviation is

$$q\sigma=\frac{2\pi\sigma}{\Lambda}=1.885\ \text{rad}\quad\text{and}\quad 0.942\ \text{rad}$$

for the short and the long period. Neither is small. The next term of the expansion shows the damage. A Gaussian has $\langle u^4\rangle=3\sigma^4$, so this term is

$$\frac{q^4\langle u^4\rangle}{24}=\frac{q^4\sigma^4}{8}=\frac12\left(\frac{q^2\sigma^2}{2}\right)^2 .$$

It equals $1.58$ for the short period, comparable with the second-order term of $1.78$ that it should merely correct, and $0.10$ for the long one. The truncated formula also falls below $-1$ once $q\sigma>2$, although no average of a cosine can do so.

## The right solution

Keep the whole cosine and split it with the addition theorem:

$$\cos(qD_m+\varphi+qu)=\cos(qD_m+\varphi)\cos(qu)-\sin(qD_m+\varphi)\sin(qu).$$

The Gaussian is even in $u$ and $\sin(qu)$ is odd, so the second term averages to zero. Hence

$$\langle J\rangle=J_0F(q)\cos(qD_m+\varphi),\qquad F(q)=\int_{-\infty}^{\infty}g(u)\cos(qu)\,du,$$

with $g(u)=e^{-u^2/2\sigma^2}/(\sigma\sqrt{2\pi})$. Period and phase are unchanged, and $F$ is the fraction sought.

To find $F$, differentiate with respect to $q$:

$$\frac{dF}{dq}=-\int u\,g(u)\sin(qu)\,du .$$

Since $g'(u)=-u\,g(u)/\sigma^2$, we may replace $u\,g$ by $-\sigma^2g'$:

$$\frac{dF}{dq}=\sigma^2\int g'(u)\sin(qu)\,du=-\sigma^2q\int g(u)\cos(qu)\,du=-\sigma^2qF .$$

The middle step is an integration by parts, whose boundary term vanishes because $g\to0$ at both ends. The distribution is normalized, so $F(0)=1$, and the solution is

$$F(q)=e^{-q^2\sigma^2/2}=\exp\!\left(-\frac{2\pi^2\sigma^2}{\Lambda^2}\right).$$

The tempting answer consists of the first two terms of the series of this exponential. The complete function is positive for every $q$, so Gaussian roughness weakens a component without reversing it.

Now the numbers:

$$F(0.5\ \text{nm})=e^{-1.777}=0.169,\qquad F(1.0\ \text{nm})=e^{-0.444}=0.641 .$$

**The 0.5 nm period retains 17 percent of its amplitude and the 1.0 nm period 64 percent.** Direct numerical integration of $g(u)\cos(qu)$ gives the same values.

## Reading the result

Doubling $\Lambda$ at fixed $\sigma$ divides the exponent by four, so the long-period fraction is the fourth root of the short-period one: $0.169^{1/4}=0.641$. For $\sigma\ll\Lambda$ the loss is approximately $2\pi^2\sigma^2/\Lambda^2$, and there the Taylor expansion is legitimate. For $\sigma\gg\Lambda$ the film samples many periods and the average vanishes.

Half the amplitude survives when $2\pi^2\sigma^2/\Lambda^2=\ln2$, that is, when

$$\sigma_{1/2}=\frac{\Lambda\sqrt{2\ln2}}{2\pi},$$

which is 0.094 nm for the short period and 0.187 nm for the long one. The given roughness lies between the two.

If both components are present, their averages add, because averaging is linear. Suppose each has a smooth-spacer amplitude of 0.5 mJ/m$^2$. The averaged amplitudes are then $0.5\times0.169=0.085$ mJ/m$^2$ and $0.5\times0.641=0.32$ mJ/m$^2$. Components that began equal now stand in the ratio 0.26. With unequal starting amplitudes, this factor multiplies their original ratio.

## The shape of the distribution matters

The standard deviation alone does not determine the answer. Let $u$ be uniformly distributed between $-w$ and $w$. Its variance is $w^2/3$, so the same $\sigma$ requires $w=\sqrt3\,\sigma$. The retained fraction becomes

$$\frac1{2w}\int_{-w}^{w}\cos(qu)\,du=\frac{\sin s}{s},\qquad s=qw=\sqrt3\,q\sigma .$$

For the long period $s=1.63$ and the fraction is 61 percent, close to the Gaussian value. For the short period $s=3.26$, just beyond $\pi$, and the fraction is $-4$ percent. Here the sign does reverse, though with a small amplitude. The 17 percent therefore relies on the Gaussian shape, while the 64 percent is much less sensitive to this change of shape.

## Whole atomic layers

A crystalline spacer has local thickness $nd$, with integer $n$ and layer spacing $d$. Keep Gaussian weights $g(nd-D_m)$ and consider

$$S=d\sum_n g(nd-D_m)\,e^{iqnd}=e^{iqD_m}\,d\sum_n h(nd-D_m),\qquad h(u)=g(u)e^{iqu}.$$

The last sum, including its factor $d$, is periodic in $D_m$ with period $d$, so it has a Fourier series in $e^{imGD_m}$ with $G=2\pi/d$. Its coefficients are

$$c_m=\frac1d\int_0^d dD_m\,e^{-imGD_m}\,d\sum_nh(nd-D_m)=\int_{-\infty}^{\infty}h(u)e^{imGu}\,du=F(q+mG).$$

The second equality substitutes $u=nd-D_m$ and uses $e^{-imGnd}=1$; the intervals for successive $n$ then join into the whole line. Thus

$$S=\sum_mF(q+mG)\,e^{i(q+mG)D_m}.$$

The term $m=0$ is the continuous result. The largest addition, $m=-1$, is an alias: a wave of wave number $q-G$ and weight $e^{-\sigma^2(G-q)^2/2}$. The sum of the weights, needed for normalization, differs from 1 by about $2e^{-\sigma^2G^2/2}\approx2\times10^{-4}$ at most for the spacing used here.

Take $d=0.22$ nm, roughly the (111) layer spacing of rhodium. The alias weight is 5.6 percent of $J_0$ for the short period and 0.4 percent for the long one. Relative to the retained amplitudes these are 33 percent and 0.6 percent. Explicit sums over layers, for mean thicknesses from 1.8 to 2.6 nm, agree with the two-wave formula to within $5\times10^{-4}J_0$. The short-period average can thus depart from the smooth-thickness formula by up to about a third of its amplitude, depending on $D_m$ and $\varphi$.

## An amplitude that varies with thickness

For a thick spacer, take the amplitude to fall as $1/D^2$: the sum over electron energies supplies $1/D$, and the sums over the two wave-vector components in the plane supply $D^{-1/2}$ each. Temperature adds a further factor. For independent electrons with $N(\varepsilon)$ states below $\varepsilon$, the grand potential is $-\int Nf\,d\varepsilon$, where $f$ is the Fermi function. At zero temperature its derivative with respect to the chemical potential is $-N$. Integration by parts therefore turns the thermal value into an average of zero-temperature values with weight $-f'$.

An energy shift $\varepsilon$ changes the electron wave number by $\varepsilon/\hbar v$ and the round-trip phase by $2\varepsilon D/\hbar v$. With $y=\varepsilon/k_BT$ and $a=2k_BTD/\hbar v$, the thermal factor is

$$I=\int_{-\infty}^{\infty}\frac{e^{iay}}{4\cosh^2(y/2)}\,dy .$$

Shifting the path by $2\pi i$ multiplies the integrand by $e^{-2\pi a}$. Between the two paths lies one pole, at $y=i\pi$. With $y=i\pi+z$, the denominator is $-4\sinh^2(z/2)\approx-z^2$, so the residue is $-ia\,e^{-\pi a}$. Hence $(1-e^{-2\pi a})I=2\pi a\,e^{-\pi a}$, or

$$I=\frac{x}{\sinh x},\qquad x=\pi a=\frac{2\pi k_BTD}{\hbar v}.$$

At 300 K, with $D=2$ nm and a model velocity $v=5\times10^5$ m/s, $x=0.99$ and $I=0.85$. The 0.5 mJ/m$^2$ used above is understood as the amplitude at 300 K, so this factor is already in it.

The total amplitude $A(D)\propto(x/\sinh x)/D^2$ has the logarithmic slope

$$\lambda=\frac{A'}{A}=-\frac{1+x\coth x}{D}=-1.15\ \text{nm}^{-1}.$$

To first order $A(D_m+u)=A(D_m)(1+\lambda u)$. Since $\langle ue^{iqu}\rangle=-i\,dF/dq=i\sigma^2qF$,

$$\langle A\,e^{iqu}\rangle\approx A(D_m)F(1+iq\sigma^2\lambda)\approx A(D_m)F\,e^{iq\sigma^2\lambda}.$$

The phase $q\sigma^2\lambda$ moves the crests of the oscillating factor by $-\sigma^2\lambda=0.026$ nm towards larger mean thickness, whatever the period. Thin regions couple more strongly and count for more, so the film behaves as if it were slightly thinner than its mean. The magnitude also needs second-order terms. Integration with the full $A(D)$ gives retained fractions of 17 and 65 percent, so the main result hardly moves.

## Does the magnetization feel the mean?

A layer that could follow the local coupling would not respond to $\langle J\rangle$ alone. At a crest of the averaged coupling, the variance of $J/J_0$ is

$$\langle\cos^2qu\rangle-F^2=\tfrac12(1+F^4)-F^2=\tfrac12(1-F^2)^2,$$

where $\langle\cos2qu\rangle=F(2q)=F^4$. Represent this variation by a lateral wave $\delta J\cos ky$. Its variance is $\delta J^2/2$, so $\delta J=J_0(1-F^2)$.

Let the two layers, each of thickness $t$ and exchange stiffness $A_{ex}$, twist in opposite senses by $\eta=a_0\cos ky$. The relative angle is $\theta+2\eta$. The exchange energy of both layers averages to $2A_{ex}t\langle\eta'^2\rangle=Ka_0^2$, with $K=A_{ex}tk^2$. To first order in $\eta$, $-\cos(\theta+2\eta)\approx-\cos\theta+2\eta\sin\theta$, and the varying coupling contributes $\delta J\,a_0\sin\theta$. Minimizing $Ka_0^2+\delta J\,a_0\sin\theta$ gives

$$a_0=-\frac{\delta J\sin\theta}{2K},\qquad \Delta E=-B\sin^2\theta,\qquad B=\frac{\delta J^2}{4K}.$$

This biquadratic term favours perpendicular magnetizations. The mean coupling also changes the twist stiffness, by at most $\langle J\rangle/K$, which is 11 percent in the example below, or 14 percent with the softer, decaying twist considered after it.

Take $A_{ex}=10$ pJ/m, $t=3$ nm and a lateral period of 20 nm, so $K=2.96$ mJ/m$^2$. This is the period of the coupling, not of the thickness: at a crest the coupling is even in $u$, so a symmetric thickness wave behind it would have a period of 40 nm. To keep the Gaussian distribution, that wave cannot be a plain sinusoid, and the coupling then also contains shorter waves. They cost more exchange energy, so placing the whole variance in one 20 nm wave overestimates $B$. For a thickness wave that rises and falls symmetrically through the Gaussian distribution, the excess is about 8 percent for the short period and up to 30 percent for the long one. For the short period $\delta J=0.486$ mJ/m$^2$, the largest twist is $4.7^\circ$ and $B=0.020$ mJ/m$^2$, or 24 percent of the averaged coupling. For the long period the twist is about $3^\circ$ and $B$ is 2 percent of the averaged coupling.

These values assume a twist uniform through each layer, yet $kt=0.94$ is not small. If the twist may decay away from the spacer, it obeys Laplace's equation with zero slope at the outer surface, so it varies as $\cosh k(t-z)$ at distance $z$ from the spacer. The exchange energy then reduces to a boundary term, and $K$ is multiplied by $\tanh(kt)/(kt)=0.78$. Thus $B$ rises by 28 percent, to about 30 and 3 percent of the averaged couplings.

With energy $-\langle J\rangle\cos\theta-B\sin^2\theta$, parallel alignment at a positive crest is stable if $\langle J\rangle>2B$. Both components satisfy this. Since $B$ grows with the lateral period, the short-period component taken alone would lose collinear alignment at a lateral period of roughly 28 nm with the decaying twist and the stiffening by the mean coupling included, or about 30 nm with the uniform twist. Near a zero of $\langle J\rangle$ the condition fails for any nonzero $B$. There the average describes the linear coupling correctly but does not by itself predict the alignment.

## Beside a real film

The layer spacing is that of rhodium, as in a Co/Rh/Co stack, but the two periods are those of the exercise, not calculated properties of rhodium. The amplitude of 0.5 mJ/m$^2$ is likewise assumed. The stiffness is low for cobalt, for which 20 pJ/m or more is a better rough figure; doubling it roughly halves $B$. Real films also break the assumption of continuous Gaussian thickness. For the parameters here, whole layers can shift the short-period average by a third of its amplitude, and a uniform distribution with the same $\sigma$ reverses its sign and leaves about a fifth of its magnitude. The corresponding changes for the long period are below 1 percent and about 5 percent of its amplitude. Pinholes, which connect the magnetic layers directly, and magnetostatic coupling from correlated waviness are not included; both can add a coupling that this average does not describe. The stray field of the twist itself is also left out. For a cobalt-like magnetization of 1.4 MA/m and the 20 nm lateral period, it can add about 30 percent to $K$ near parallel alignment if the twist is uniform through each layer, and about 20 percent if the twist may decay away from the spacer. Both figures are for a lateral wave that runs perpendicular to the magnetization. That would lower $B$ and raise the 28 nm estimate to about 33 nm. The main input values are listed in the numerical output.

## Table of computed values

```
thickness standard deviation: 0.15 nm
mean spacer thickness: 2.0 nm
layer spacing: 0.22 nm
smooth amplitude, each: 0.50 mJ/m2
temperature: 300 K
electron velocity: 5.0e+05 m/s
magnetic layer thickness: 3.0 nm
stiffness Aex: 10 pJ/m
lateral period: 20 nm
thermal argument x: 0.987 (no unit)
thermal factor x/sinh x: 0.854 (no unit)
log slope A'/A: -1.153 1/nm
crest shift: 0.0259 nm
bending energy K: 2.961 mJ/m2
--- period 0.5 nm ---
wave number q: 12.5664 1/nm
q*sigma: 1.8850 rad
exponent q^2 sigma^2/2: 1.7765 (no unit)
retained, formula: 16.92 percent
retained, quadrature: 16.92 percent
averaged amplitude: 0.0846 mJ/m2
sigma for half amplitude: 0.0937 nm
uniform distribution: -3.77 percent
alias weight: 5.63 percent of J0
alias / retained: 33.2 percent
retained, varying A: 16.96 percent
phase shift, varying A: -0.329 rad
lateral amplitude dJ: 0.4857 mJ/m2
largest twist: 4.70 degrees
biquadratic B: 0.0199 mJ/m2
B / averaged: 23.5 percent
--- period 1.0 nm ---
wave number q: 6.2832 1/nm
q*sigma: 0.9425 rad
exponent q^2 sigma^2/2: 0.4441 (no unit)
retained, formula: 64.14 percent
retained, quadrature: 64.14 percent
averaged amplitude: 0.3207 mJ/m2
sigma for half amplitude: 0.1874 nm
uniform distribution: 61.14 percent
alias weight: 0.38 percent of J0
alias / retained: 0.6 percent
retained, varying A: 65.15 percent
phase shift, varying A: -0.165 rad
lateral amplitude dJ: 0.2943 mJ/m2
largest twist: 2.85 degrees
biquadratic B: 0.0073 mJ/m2
B / averaged: 2.3 percent
short / long retained: 0.264 (no unit)
```
